# Why a supercritical inverse-square attraction makes the hydrogenic atom collapse: test program

```python
"""Hydrogenic atom with an extra attraction -g/r^2 (atomic units).

Radial operator: H = -1/2 d2/dr2 + [l(l+1)/2 - g]/r^2 - Z/r.
For s^2 = 2g - (l+1/2)^2 > 0 a phase theta must be supplied at the origin:
    u -> C sqrt(r) cos(s ln(Z r) + theta).
With E = -Z^2/(2 nu^2), kappa = Z/nu, the result under test is
    s ln(2/nu) - arg Gamma(2is) + arg Gamma(1/2+is-nu) = theta - n pi,
a geometric tower for n -> -infinity and a Rydberg series for n -> +infinity.
The independent road is direct integration of the radial equation outside
a tiny hard wall, and quadrature of wave functions.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import loggamma

STEPS = 4000
NU_MAX = 8.8


def wall_amplitude(nu, l, g, charge, wall):
    """Numerov integration inward in t = ln(kappa r); value at the wall.

    u = sqrt(r) y turns the radial equation into y'' = q y.
    """
    t_out = np.log(2 * nu + 40)
    t_wall = np.log(charge * wall / nu)
    h = (t_out - t_wall) / STEPS
    kr = np.exp(t_out - h * np.arange(STEPS + 1)[:, None])
    q = l * (l + 1) + 0.25 - 2 * g - 2 * nu * kr + kr**2
    weight = 1 - h * h * q / 12
    factor = 12 / weight - 10
    previous = 1e-20 * weight[0]
    current = 1e-20 * weight[1] * np.exp(h * np.sqrt(q[0]))
    for row in factor[1:-1]:
        previous, current = current, row * current - previous
    return current


def wall_levels(l, g, charge, wall, nu_max=NU_MAX):
    """All levels nu < nu_max with u(wall) = 0, deepest first."""
    grid = np.geomspace(charge * wall / 3, nu_max, 600)
    sign = np.sign(wall_amplitude(grid, l, g, charge, wall))
    change = np.nonzero(sign[1:] != sign[:-1])[0]
    low, high, sign_low = grid[change], grid[change + 1], sign[change]
    for _ in range(32):
        middle = np.sqrt(low * high)
        same = np.sign(wall_amplitude(middle, l, g, charge, wall)) == sign_low
        low = np.where(same, middle, low)
        high = np.where(same, high, middle)
    return np.sqrt(low * high)


def origin_phase(nu, s):
    """Phase at the origin of the solution that decays at infinity."""
    return (s * np.log(2 / nu) - loggamma(2j * s).imag
            + loggamma(0.5 - nu + 1j * s).imag)


def formula_levels(s, theta, nu_low, nu_high):
    """Labels n and values nu from the phase condition."""
    first = int(np.ceil((theta - origin_phase(nu_low, s)) / np.pi))
    last = int(np.floor((theta - origin_phase(nu_high, s)) / np.pi))
    labels = np.arange(first, last + 1)
    roots = [np.exp(brentq(
        lambda z: origin_phase(np.exp(z), s) - theta + n * np.pi,
        np.log(nu_low) - 1, np.log(nu_high) + 1, xtol=1e-13))
        for n in labels]
    return labels, np.array(roots)


def tower_kappa(n, s, theta, charge):
    """Geometric tower without the Coulomb shift."""
    angle = (theta - n * np.pi + loggamma(2j * s).imag
             - loggamma(0.5 + 1j * s).imag)
    return charge / 2 * np.exp(angle / s)


def coulomb_shift(s, charge):
    return charge * np.pi * np.tanh(np.pi * s) / (2 * s)


def rydberg_offset(angle, s):
    """Limiting nu - n, defined modulo one."""
    return np.arctan2(np.sin(angle), np.cos(angle) * np.tanh(np.pi * s)) / np.pi


def check_case(l, g, charge, wall, theta):
    """Compare direct integration with phase condition and both limits."""
    s = np.sqrt(2 * g - (l + 0.5)**2)
    direct_all = wall_levels(l, g, charge, wall)
    nu_low = 1e3 * charge * wall          # keeps kappa * wall below 0.001
    direct = direct_all[direct_all > nu_low]
    labels, formula = formula_levels(s, theta, nu_low, NU_MAX)
    assert len(direct) == len(formula)
    difference = np.abs(direct / formula - 1)
    assert difference.max() < 1e-5        # finite wall and integration step
    kappa = charge / direct
    deep = kappa > 40 * charge
    assert deep.any()
    shift = coulomb_shift(s, charge)
    found = kappa[deep] - tower_kappa(labels[deep], s, theta, charge)
    assert np.all(np.abs(found - shift) < 0.02 * shift + 3e-6 * kappa[deep])
    high = direct[direct > 5]
    angle = s * np.log(2) - loggamma(2j * s).imag - theta
    angle = angle + s * (4 * s**2 + 1) / (24 * high**2)
    miss = high - rydberg_offset(angle, s)
    assert np.all(np.abs(miss - np.round(miss)) < 1 / high**4)
    return direct_all, direct, labels, formula, difference


# Main example and a second case with small s, other l and other charge.
Z, L, G, THETA = 1.0, 0, 2.125, 0.0
S = np.sqrt(2 * G - (L + 0.5)**2)
period = np.exp(-np.pi / S)
wall_1 = np.exp((-9.5 * np.pi - THETA) / S) / Z
wall_2 = wall_1 * period
all_1, direct, labels, nus, difference = check_case(L, G, Z, wall_1, THETA)
s_b, z_b, wall_b = 0.35, 2.0, 1e-7
g_b = (1.5**2 + s_b**2) / 2
theta_b = (np.pi / 2 - s_b * np.log(z_b * wall_b)) % np.pi
case_b = check_case(1, g_b, z_b, wall_b, theta_b)

# Shrinking the wall by one period adds one level and keeps the others.
all_2 = wall_levels(L, G, Z, wall_2)
assert len(all_2) == len(all_1) + 1
kept = all_2[-len(direct):]
assert np.max(np.abs(kept / direct - 1)) < 1e-5
ground_1 = -Z**2 / (2 * all_1[0]**2)
ground_2 = -Z**2 / (2 * all_2[0]**2)
assert abs(ground_2 / ground_1 * period**2 - 1) < 1e-4

# Below the threshold the lowest level has a finite limit.
g_sub = 0.045
mu_sub = np.sqrt(0.25 - 2 * g_sub)
sub = [-Z**2 / (2 * wall_levels(0, g_sub, Z, w, 1.5)[0]**2)
       for w in (wall_1, wall_2)]
sub_limit = -Z**2 / (2 * (0.5 + mu_sub)**2)
assert max(abs(e - sub_limit) for e in sub) < 1e-4

# The Whittaker function solves the radial equation and has the stated
# amplitude and phase at the origin.


def decaying(nu, r):
    return mp.re(mp.whitw(nu, 1j * S, 2 * Z * r / nu))


def amplitude(nu):
    log_ratio = loggamma(2j * S).real - loggamma(0.5 - nu + 1j * S).real
    return 2 * np.sqrt(2 * Z / nu) * np.exp(log_ratio)


nu_a = float(nus[labels == 1][0])
nu_b = float(nus[labels == 2][0])
nu_off = 0.5 * (nu_a + nu_b)
r_test = 0.8
second = mp.diff(lambda r: decaying(nu_off, r), r_test, 2)
potential = (L * (L + 1) / 2 - G) / r_test**2 - Z / r_test
expected = 2 * (potential + Z**2 / (2 * nu_off**2)) * decaying(nu_off, r_test)
assert abs(second - expected) < 1e-6 * (1 + abs(expected))
for r_small in (1e-7, 3e-7):
    predicted = amplitude(nu_off) * np.sqrt(r_small) * np.cos(
        S * np.log(Z * r_small) + origin_phase(nu_off, S))
    error = abs(float(decaying(nu_off, r_small)) - predicted)
    assert error < 1e-5 * amplitude(nu_off) * np.sqrt(r_small)

# Overlaps by quadrature against the boundary Wronskian.
node, node_weight = np.polynomial.legendre.leggauss(150)
x_min, x_max = -10.0, 4.7
x = 0.5 * (x_max - x_min) * node + 0.5 * (x_max + x_min)
measure = 0.5 * (x_max - x_min) * node_weight * np.exp(x)
waves = {nu: np.array([float(decaying(nu, r)) for r in np.exp(x)])
         for nu in (nu_a, nu_b, nu_off)}
norm = {nu: np.sum(measure * waves[nu]**2) for nu in waves}


def overlap(p, q):
    return np.sum(measure * waves[p] * waves[q]) / np.sqrt(norm[p] * norm[q])


same_phase = overlap(nu_a, nu_b)
other_phase = overlap(nu_a, nu_off)
energy_gap = -Z**2 / (2 * nu_off**2) + Z**2 / (2 * nu_a**2)
wronskian = (S * amplitude(nu_a) * amplitude(nu_off)
             * np.sin(origin_phase(nu_a, S) - origin_phase(nu_off, S))
             / (2 * energy_gap) / np.sqrt(norm[nu_a] * norm[nu_off]))
assert abs(same_phase) < 1e-6
assert abs(other_phase) > 0.01
assert abs(other_phase - wronskian) < 1e-6
step = 1e-4
slope_nu = (origin_phase(nu_a + step, S)
            - origin_phase(nu_a - step, S)) / (2 * step)
slope_energy = slope_nu * nu_a**3 / Z**2
norm_from_phase = -S * amplitude(nu_a)**2 * slope_energy / 2
assert abs(norm_from_phase / norm[nu_a] - 1) < 1e-5

# Mean 1/r in a pure inverse-square bound state, u = sqrt(r) K_is(kappa r).
x_k = 12 * node - 8
bessel = np.array([float(mp.re(mp.besselk(1j * s_b, v))) for v in np.exp(x_k)])
mean_inverse = (np.sum(node_weight * np.exp(x_k) * bessel**2)
                / np.sum(node_weight * np.exp(2 * x_k) * bessel**2))
assert abs(mean_inverse / coulomb_shift(s_b, 1.0) - 1) < 1e-5

# Geometric spacing at one end, unit spacing in nu at the other.
nu_cross = 2 * S / (np.pi * np.tanh(np.pi * S))
ratios = nus[1:] / nus[:-1]
gaps = np.diff(nus)
tower_part = nus[1:] < nu_cross / 50
rydberg_part = nus[:-1] > 3 * nu_cross
assert tower_part.any() and rydberg_part.any()
assert np.all(np.abs(ratios[tower_part] * period - 1) < 0.03)
assert np.all(np.abs(gaps[rydberg_part] - 1) < 0.02)

hartree_ev = physical_constants["Hartree energy in eV"][0]
energies = -Z**2 / (2 * nus**2)
phi_limit = S * np.log(2) - loggamma(2j * S).imag - THETA
print(f"Z = {Z:.0f}, l = {L}, g = {G:.3f}, s = {S:.4f}, theta = {THETA:.1f} rad")
print(f"critical g for l=0: {(L + 0.5)**2 / 2:.4f}")
print(f"arg Gamma(2is) = {loggamma(2j * S).imag:.5f} rad")
print(f"arg Gamma(1/2+is) = {loggamma(0.5 + 1j * S).imag:.5f} rad")
print(f"tower ratio: kappa {1 / period:.4f}, energy {1 / period**2:.4f}")
print(f"Coulomb shift of kappa = {coulomb_shift(S, Z):.5f} 1/bohr")
print(f"crossover estimate nu = {nu_cross:.4f}, "
      f"E = {-Z**2 / (2 * nu_cross**2):.4f} hartree")
print(f"Phi = {phi_limit:.5f} rad, "
      f"limiting quantum defect = {-rydberg_offset(phi_limit, S):.5f}")
print("n, nu, E (hartree), E_n/E_(n+1), nu_(n+1)-nu_n, rel. diff. to wall nu")
for i in np.nonzero(nus > 1e-3)[0]:
    tail = (f"{ratios[i]**2:9.4f} {gaps[i]:8.5f}" if i < len(gaps)
            else "        -        -")
    print(f"{labels[i]:3d} {nus[i]:10.6f} {energies[i]:15.6g} {tail} "
          f"{difference[i]:.1e}")
print("n, kappa, unshifted tower kappa, sum with shift (1/bohr)")
for n in (-3, -2, -1, 0):
    bare = tower_kappa(n, S, THETA, Z)
    print(f"{n:3d} {Z / nus[labels == n][0]:.5f} {bare:.5f} "
          f"{bare + coulomb_shift(S, Z):.5f}")
print(f"level n=1: {energies[labels == 1][0] * hartree_ev:.4f} eV")
print(f"wall radii: {wall_1:.4e} and {wall_2:.4e} bohr")
print(f"lowest levels: {ground_1:.5e} and {ground_2:.5e} hartree")
print(f"their ratio: {ground_2 / ground_1:.4f}")
print(f"number of levels with nu < {NU_MAX}: {len(all_1)} and {len(all_2)}")
print(f"subcritical g = {g_sub}: lowest {sub[0]:.6f} and {sub[1]:.6f} hartree")
print(f"subcritical limit: {sub_limit:.6f} hartree")
print(f"overlap n=1 with n=2, same theta: {abs(same_phase):.1e}")
print(f"overlap n=1 with nu={nu_off:.4f}, other theta: {other_phase:.5f}")
print(f"second case: l=1, Z={z_b:.0f}, g={g_b:.5f}, s={s_b}, "
      f"tanh(pi s)={np.tanh(np.pi * s_b):.4f}")
print(f"second case, largest rel. difference in nu: {case_b[4].max():.1e}")
print("checks complete")
```

It prints:

```
Z = 1, l = 0, g = 2.125, s = 2.0000, theta = 0.0 rad
critical g for l=0: 0.1250
arg Gamma(2is) = 0.73890 rad
arg Gamma(1/2+is) = -0.59254 rad
tower ratio: kappa 4.8105, energy 23.1407
Coulomb shift of kappa = 0.78539 1/bohr
crossover estimate nu = 1.2732, E = -0.3084 hartree
Phi = 0.64739 rad, limiting quantum defect = -0.20607
n, nu, E (hartree), E_n/E_(n+1), nu_(n+1)-nu_n, rel. diff. to wall nu
 -4   0.001916         -136132   22.8782  0.00725 7.6e-08
 -3   0.009167        -5950.29   21.9354  0.03377 7.7e-08
 -2   0.042933        -271.264   18.3874  0.14117 7.5e-08
 -1   0.184098        -14.7527   10.9210  0.42429 6.7e-08
  0   0.608387        -1.35086    5.0095  0.75330 4.9e-08
  1   1.361687       -0.269659    2.7955  0.91504 3.1e-08
  2   2.276723      -0.0964605    2.0306  0.96757 2.1e-08
  3   3.244294      -0.0475039    1.6996  0.98527 1.5e-08
  4   4.229560      -0.0279499    1.5243  0.99228 1.1e-08
  5   5.221841      -0.0183368    1.4176  0.99551 8.7e-09
  6   6.217347      -0.0129348    1.3465  0.99717 6.6e-09
  7   7.214517     -0.00960628    1.2958  0.99811 4.7e-09
  8   8.212627      -0.0074132         -        - 2.5e-09
n, kappa, unshifted tower kappa, sum with shift (1/bohr)
 -3 109.08980 108.30607 109.09146
 -2 23.29223 22.51462 23.30001
 -1 5.43188 4.68033 5.46572
  0 1.64369 0.97294 1.75834
level n=1: -7.3378 eV
wall radii: 3.3053e-07 and 6.8711e-08 bohr
lowest levels: -9.18857e+11 and -2.12630e+13 hartree
their ratio: 23.1407
number of levels with nu < 8.8: 18 and 19
subcritical g = 0.045: lowest -0.617269 and -0.617280 hartree
subcritical limit: -0.617284 hartree
overlap n=1 with n=2, same theta: 1.5e-11
overlap n=1 with nu=1.8192, other theta: 0.61282
second case: l=1, Z=2, g=1.18625, s=0.35, tanh(pi s)=0.8003
second case, largest rel. difference in nu: 5.3e-07
checks complete
```
